# Conductivity step when a second subband opens in a quantum well

## Problem

Electrons of effective mass $m$ move freely in a plane of area $A$ and are confined to $0<z<L$ by infinitely high walls. The well contains point scatterers

$$V(\mathbf r)=u\sum_i\delta^3(\mathbf r-\mathbf R_i),$$

placed independently and with uniform volume density $n_i$. The temperature is zero. The Fermi level $E_F$, measured from the bottom of the well, is raised slowly past the bottom $E_2$ of the second subband, while $L$, $m$, $u$ and $n_i$ are held fixed. By what fraction does the sheet conductivity change as $E_F$ crosses $E_2$?

Use the golden rule with the lowest-order matrix element (Born approximation) and the linear Boltzmann equation. Scattering is elastic and conserves spin. The subband edges are taken as sharp, and coherence between subbands is neglected. This requires $\hbar/\tau\ll E_2-E_1$, where $\tau$ is the scattering time.

## A tempting solution

The conductivity is $\sigma=e^2n\tau/m$, with $n$ the sheet density. The second subband is empty when it opens, so $n$ does not jump. The scattering time does, because electrons of the first subband acquire new final states. In two dimensions each subband has the same constant density of states, so the number of final states doubles. A delta function scatters equally between all momenta, so every final state is equally likely. The scattering rate therefore doubles, $\tau$ is halved, and the conductivity drops by 50 percent.

## Where it fails

The density $n$ is indeed continuous, and the number of final states does double. The fault is the claim that all final states are equally likely. A delta function has equal matrix elements between plane waves, but along $z$ the electrons are in standing waves. A scatterer at height $z_i$ couples subbands $m$ and $n$ with amplitude $u\,\varphi_m(z_i)\varphi_n(z_i)$, so the average rate contains $\int\varphi_m^2\varphi_n^2\,dz$. This integral depends on whether $m$ and $n$ are equal, and it has to be calculated.

## Correct solution

**Subbands.** The states are $\varphi_n(z)e^{i\mathbf k\cdot\boldsymbol\rho}/\sqrt A$, where $\boldsymbol\rho$ is the in-plane position and

$$\varphi_n=\sqrt{\frac2L}\sin\frac{n\pi z}{L},\qquad E_n=n^2E_1,\qquad E_1=\frac{\hbar^2\pi^2}{2mL^2}.$$

The total energy is $E_n+\hbar^2k^2/2m$.

**Average over the scatterers.** For an in-plane momentum transfer $\hbar\mathbf q$,

$$M_{mn}=\frac uA\sum_i\varphi_m(z_i)\varphi_n(z_i)e^{-i\mathbf q\cdot\boldsymbol\rho_i}.$$

In $|M_{mn}|^2$ the terms with two different scatterers average to zero for $\mathbf q\ne0$, because their positions are independent and each phase factor averages to zero. In the remaining terms the phases cancel. Summing over scatterers then means integrating over the volume with density $n_i$, and the in-plane integral gives $A$:

$$\langle|M_{mn}|^2\rangle=\frac{u^2}{A^2}\,n_iA\int_0^L\varphi_m^2\varphi_n^2\,dz=\frac WA\int_0^L\varphi_m^2\varphi_n^2\,dz,\qquad W=n_iu^2.$$

**Overlap integral.** With $2\sin^2\theta=1-\cos2\theta$,

$$\int_0^L\varphi_m^2\varphi_n^2\,dz=\frac1{L^2}\int_0^L\Bigl(1-\cos\frac{2m\pi z}L\Bigr)\Bigl(1-\cos\frac{2n\pi z}L\Bigr)dz.$$

The constant term gives $L$. Each single cosine runs over whole periods and gives zero. The product of cosines gives $L/2$ if $m=n$ and zero otherwise. Hence

$$\int_0^L\varphi_m^2\varphi_n^2\,dz=\frac1L\Bigl(1+\tfrac12\delta_{mn}\Bigr).$$

Each probability density is a uniform part plus a modulation. The modulation of one subband is correlated with itself but not with that of another subband. An electron is thus scattered within its own subband $3/2$ times as strongly as into a different one. In a sampling test with 20,000 sets of 100 random scatterers, the scaled mean squares of $M_{11}$ and $M_{12}$, which should be 1.5 and 1, came out as 1.505 and 0.996.

**Scattering rate.** For one spin direction, the density of final states in a subband is

$$\sum_{\mathbf k'}\delta\Bigl(E-E_m-\frac{\hbar^2k'^2}{2m}\Bigr)=\frac{A}{(2\pi)^2}\int_0^\infty2\pi k'\,\delta\Bigl(E-E_m-\frac{\hbar^2k'^2}{2m}\Bigr)dk'=\frac{Am}{2\pi\hbar^2},$$

since $k'dk'=(m/\hbar^2)\,d(\hbar^2k'^2/2m)$. (The subscript $m$ labels the subband; elsewhere $m$ is the mass.) With $N$ open subbands, the golden rule gives for an electron in subband $n$

$$\frac1\tau=\frac{2\pi}\hbar\,\frac WA\,\frac{Am}{2\pi\hbar^2}\,\frac1L\sum_{j=1}^N\Bigl(1+\tfrac12\delta_{jn}\Bigr)=\frac{mW}{\hbar^3L}\Bigl(N+\tfrac12\Bigr).$$

The result is the same for every open subband $n$.

**Conductivity.** Write the distribution as $f_0(E)+g$, with $g$ linear in the electric field $\mathbf F$. The electron charge is $-e$, so $\hbar\dot{\mathbf k}=-e\mathbf F$, and the steady state obeys

$$-e\mathbf F\cdot\mathbf v\,\frac{\partial f_0}{\partial E}=-\sum_{j\mathbf k'}P_{n\mathbf k,j\mathbf k'}\,(g_{n\mathbf k}-g_{j\mathbf k'}),$$

where $P$ is the transition rate. The exclusion factors cancel for elastic scattering, because $f(1-f')-f'(1-f)=f-f'$. On average $P$ does not depend on the direction of $\mathbf k'$, whereas the left side is odd in $\mathbf v$. For an odd $g$ the scattering-in sum therefore vanishes, and the right side is $-g/\tau$. The solution is

$$g=e\tau\,\mathbf F\cdot\mathbf v\,\frac{\partial f_0}{\partial E}.$$

The sheet current density is $-(2e/A)\sum\mathbf v\,g$, with the 2 for spin. At zero temperature $-\partial f_0/\partial E=\delta(E-E_F)$. The angular average of $v_x^2$ in subband $n$ is half of $v_n^2=2(E_F-E_n)/m$, so

$$\sigma=2e^2\tau\sum_{n\le N}\frac{m}{2\pi\hbar^2}\,\frac{E_F-E_n}{m}=\frac{e^2\tau}{m}\sum_{n\le N}\frac{m(E_F-E_n)}{\pi\hbar^2}=\frac{e^2n\tau}m.$$

In the last form $n$ is the total sheet density, since each term of the sum is the density in one subband.

**Crossing the edge.** At $E_F=E_2$ the new term in the density is zero, and both one-sided limits of $n$ equal

$$n_{\rm th}=\frac{m(E_2-E_1)}{\pi\hbar^2}=\frac{m}{\pi\hbar^2}\,\frac{3\hbar^2\pi^2}{2mL^2}=\frac{3\pi}{2L^2}.$$

The factor $N+\frac12$ jumps from $3/2$ to $5/2$. Therefore

$$\frac{\sigma(E_2^+)}{\sigma(E_2^-)}=\frac{3/2}{5/2}=\frac35.$$

**The conductivity drops by 40 percent.** The new subband carries no current at threshold, yet its empty states take up scattered electrons. The tempting solution would have put the factors at 1 and 2 instead of $3/2$ and $5/2$.

When subband $N+1$ opens, the same argument gives the ratio $(2N+1)/(2N+3)$. For the third subband it is $5/7$, a drop of about 29 percent, and for large $N$ the relative drop, $2/(2N+3)$, tends to zero.

A separate test solved the full collision matrix, including scattering-in, for about 1000 states per subband in a thin energy shell. With $\hbar=m=e=L=W=1$ and $E_F$ placed 0.15 below and above $E_2$, it gave $\sigma=3.1105$ and $1.9197$; the formula gives $3.1098$ and $1.9232$. The formula's ratio is 0.618 rather than 0.6 because the density differs slightly between these two points. The matrix result, 0.617, also contains a small error from the discrete set of states.

## After the step

Let $\Delta=E_2-E_1$ and $x=E_F-E_2$. Above the edge the density is proportional to $(x+\Delta)+x$. The conductivity regains its earlier peak when

$$\frac{\Delta+2x}{5/2}=\frac{\Delta}{3/2}\quad\Rightarrow\quad\Delta+2x=\tfrac53\Delta\quad\Rightarrow\quad x=\tfrac13\Delta.$$

Since $\Delta=3E_1$, this is $E_F=5E_1$, well below the third edge at $9E_1$. The density there is $\frac53n_{\rm th}$. The 40 percent thus belongs to the edge, not to the whole range in which two subbands are occupied.

## Finite temperature

If scattering stays elastic, the conductivity at chemical potential $\zeta$ is the thermal average of the zero-temperature function $\sigma_0(E)$:

$$\sigma(\zeta,T)=\int\Bigl(-\frac{\partial f_0}{\partial E}\Bigr)\sigma_0(E)\,dE.$$

Measure energies in $E_1$ and drop a common prefactor. Then $\sigma_0=(E-1)/(3/2)$ below the edge at $E=4$, and $\sigma_0=(2E-5)/(5/2)$ above it. The slopes are $2/3$ and $4/5$, and the value jumps from 2 to $6/5$, that is, by $-4/5$. At $\zeta=E_2$ the thermal weight is symmetric about the edge and has height $1/(4kT)$ there. Neglecting the distant first and third edges,

$$\frac{d\sigma}{d\zeta}\Big|_{E_2}=\frac12\Bigl(\frac23+\frac45\Bigr)-\frac45\,\frac1{4kT}=\frac{11}{15}-\frac1{5kT}.$$

This is negative for $kT<\frac3{11}E_1$. Near that temperature the dip fades into a continuous rise.

## An alloy well in numbers

In a random alloy such as InGaAs, the disorder potential is short-ranged and fills the well uniformly. Let $\Omega$ be the volume per cation site, $U$ the alloy potential and $x$ now the composition. A site deviates from the mean by $(1-x)U\Omega$ with probability $x$ and by $-xU\Omega$ with probability $1-x$. The mean square is $x(1-x)U^2\Omega^2$, and there are $1/\Omega$ sites per volume, so $W=x(1-x)\Omega U^2$.

Rough typical values are $L=20$ nm, $m=0.045\,m_0$ ($m_0$ is the free electron mass), $x=0.5$, $\Omega=0.05$ nm³ and $U=0.5$ eV. They give

$$W=0.25\times0.05\times0.25=0.003125\ \text{eV}^2\,\text{nm}^3.$$

The subband edges are $E_1=20.9$ meV and $E_2=83.6$ meV, and $n_{\rm th}=3\pi/(2\times400\ \text{nm}^2)=1.18\times10^{12}$ cm⁻². Replacing $m/\hbar^2$ by $\pi^2/(2L^2E_1)$ in the rate gives, below the edge,

$$\frac\hbar\tau=\frac{\pi^2W}{2L^3E_1}\times\frac32=\frac{9.87\times0.003125}{2\times8000\times0.02089}\times1.5\ \text{eV}=0.138\ \text{meV}.$$

| | below $E_2$ | above $E_2$ |
|---|---|---|
| $\tau$ (ps) | 4.76 | 2.85 |
| mobility $e\tau/m$ (cm²/Vs) | 186,000 | 112,000 |
| sheet conductivity (mS) | 35.1 | 21.0 |

The peak value is regained at $E_F=104$ meV and $1.96\times10^{12}$ cm⁻².

## What a real well changes

The following estimates are rough, and their effects are not meant to be added.

**Temperature.** At 4 K the largest fall of $\sigma$ with rising $\zeta$ is 35 percent, and at 20 K it is 21 percent. The slope condition gives $kT=5.7$ meV, or about 66 K, and at 77 K and 300 K the calculated dip is indeed gone. Phonons are left out here; at 300 K they would limit the mobility of this model well more strongly than the alloy disorder does.

**Broadening.** The widths $\hbar/\tau$ of 0.14 and 0.23 meV are far below the 62.7 meV subband spacing, as the Boltzmann treatment needs. They are not far below $kT=0.34$ meV at 4 K, so some further rounding is to be expected. Near the edge the sharp-subband theory is not accurate, and the broadened density of states of the second subband has slowly decaying tails. In a self-consistent Born estimate for this well, the fall at zero temperature is about 36 percent, spread over about 1.5 meV, and at 4 K it is about 33 to 34 percent.

**Well shape.** For general subband functions, the drop at threshold is $I_{12}/(I_{11}+I_{12})$, with $I_{mn}=\int\varphi_m^2\varphi_n^2dz$. Barriers of 0.5 eV, with the same mass and equal alloy disorder in them, lower the threshold density to $9.2\times10^{11}$ cm⁻² but leave the drop at 39.8 percent. Adding the electrons' own electrostatic potential gives 41.9 percent for doping on both sides and 35.3 percent for doping on one side. A local exchange-correlation term shifts these to about 41.7 and 34.5 percent. A barrier mass of $0.075\,m_0$ lowers the uncharged threshold density to about $8.7\times10^{11}$ cm⁻² and moves the drops by 0.3 points or less. The threshold density is thus more sensitive to the barriers than the drop is. A gate that tilts the well while filling it also breaks the assumption of fixed shape.

**Screening.** With a relative permittivity of 14, static screening multiplies the momentum-relaxation rate within the first subband (each scattering angle $\theta$ weighted by $1-\cos\theta$, since screened scattering is no longer isotropic) by 0.848 and the rate into the second by 0.757. The drop becomes $0.757/(1.5\times0.848+0.757)$, or 37 percent. Each factor uses the polarization of one subband pair only; including higher subbands lowers both by about 0.005 and leaves the drop at 37 percent.

**Nonparabolic band.** Take $E(1+E/E_g)=\hbar^2k^2/2m$, with $k$ the full wave number and a gap $E_g=0.8$ eV. The effective mass at the threshold energy rises by a factor 1.19. The density of states gains this factor and the velocity loses it, so the mobility is multiplied by $1/1.19^2\approx0.71$. The density of states at $E_F$ changes equally in both subbands, so the 40 percent survives if the matrix elements keep their form.

**Other scattering.** At 4 K this is the largest correction to the drop among those estimated. Low-temperature mobilities in real wells of this alloy are roughly $10^4$ to $10^5$ cm²/Vs, so the model's 186,000 is high. Suppose that the total mobility below threshold is $10^5$ cm²/Vs, and that the extra scattering acts within the first subband and does not change at the edge. In units where alloy scattering into the second subband has rate 1, the total rate before the step is $1.5\times1.86=2.79$. Afterwards it is 3.79, and the drop is $1/3.79$, or 26 percent. At a total mobility of $10^4$ cm²/Vs the same estimate leaves a step of only about 3.5 percent at zero temperature. At 4 K its thermally smeared slope, $0.035/(4kT)\approx0.025$ per meV, is nearly cancelled by the mean rise, $1.5/\Delta\approx0.024$ per meV, and $\hbar/\tau$ is 2.6 meV, so no dip remains. These figures hold only for extra scattering that does not couple the two subbands. Most real scatterers do couple them, and the step can then grow instead. For interface roughness the matrix element is proportional to the product of the subband indices, so short-range roughness scatters into the second subband four times as fast as within the first, and alone it gives a drop of $4/5$. If it supplies the extra rate $2.79-1.5=1.29$ at $10^5$ cm²/Vs, the total rate rises from 2.79 to $2.79+1+4\times1.29=8.95$, a drop of 69 percent.

A step close to 40 percent can therefore be expected in a cold, nearly square well with a flat bottom, if uniformly distributed short-range disorder dominates and the broadening is small. Some other well shapes come close to this value, as the example with doping on both sides shows. Symmetry alone does not ensure it: in a parabolic well $I_{12}=I_{11}/2$, and the drop is one third. A measured step near 40 percent does not by itself identify the scatterer, since other shapes and mechanisms can give similar values. The numerical output below lists the main values used.

## Table of computed values

```
Overlap L*int phi1^4, L*int phi1^2 phi2^2: 1.5000, 1.0000
Sampled point scatterers, same two averages: 1.505, 0.996
Sampled alloy mean square / expected: 1.005
Collision matrix below E2: sigma 3.1105, formula 3.1098 (dimensionless)
Collision matrix above E2: sigma 1.9197, formula 1.9232 (dimensionless)
Collision matrix above E3: sigma 5.9699, formula 5.8753 (dimensionless)
Sigma regains its peak at E_F/E1 = 5.0000
Inputs: L = 20 nm, m = 0.045 m0, x = 0.5
Inputs: site volume 0.05 nm^3, alloy potential 0.5 eV
Inputs: permittivity 14, barrier 0.5 eV, gap 0.8 eV
W = 0.003125 eV^2 nm^3
E1 = 20.89 meV, E2 = 83.56 meV, E2-E1 = 62.67 meV
Threshold density = 1.178e+12 cm^-2
Recovery: E_F = 104.45 meV, density = 1.963e+12 cm^-2
tau below, above = 4.755, 2.853 ps
Mobility below, above = 1.8587e+05, 1.1152e+05 cm^2/Vs
Sheet conductivity below, above = 35.08, 21.05 mS
Drop = 40.00 percent
Broadening hbar/tau below, above = 0.138, 0.231 meV
T = 4 K: kT = 0.345 meV, drop = 34.75 percent
T = 20 K: kT = 1.723 meV, drop = 20.91 percent
T = 77 K: kT = 6.635 meV, drop = 0.00 percent
T = 300 K: kT = 25.852 meV, drop = 0.00 percent
Finite barrier, no charge: n = 9.164e+11 cm^-2, E2-E1 = 48.75 meV, drop = 39.83 percent
Finite barrier, two-sided doping: n = 7.860e+11 cm^-2, E2-E1 = 41.81 meV, drop = 41.94 percent
Finite barrier, one-sided doping: n = 9.096e+11 cm^-2, E2-E1 = 48.39 meV, drop = 35.32 percent
k_F = 0.2721 nm^-1, screening wave number = 0.1215 nm^-1
Screening factors of rates: intra 0.848, inter 0.757
Drop with screened alloy potential = 37.3 percent
Nonparabolic mass factor at E2 = 1.191, mobility factor = 0.705
Assumed total mobility below threshold = 1.0e+05 cm^2/Vs
Drop diluted by other intrasubband scattering = 26.4 percent
```
